# Coulomb-blockade threshold of a granular chain by toppling and kinetic Monte Carlo

## Definitions and conventions

Grains $i=1,\dots,N$ lie in a row between a left lead (conductor $0$) and a right lead (conductor $N+1$), above a gate. The left lead and the gate are held at potential zero, the right lead at $V>0$. Electrons hop between neighbouring conductors of the row; the gate exchanges no electrons. Junction $j=1,\dots,N+1$ joins conductors $j-1$ and $j$, with tunnel resistance $R_j$. A forward hop takes an electron from $j-1$ to $j$, towards higher potential on average.

The algebra uses atomic units, $e=\hbar=1$, with $k$ the Boltzmann constant. Grain $i$ carries $Q_i=q_i-n_i$, where $n_i$ is an integer number of excess electrons and $q_i$ a fixed offset charge from trapped or remote charges. With mutual capacitances $K_{ab}$ between all conductors, including the gate, the grain capacitance matrix is

$$C_{ii}=\sum_{a\neq i}K_{ia},\qquad C_{ij}=-K_{ij}\quad(i\ne j).$$

Writing $b_i=K_{i,N+1}$ and $P=C^{-1}$, charge balance $Q=C\phi-bV$ gives $\phi=P(Q+bV)$.

Let $d_j$ be the vector over grains with $+1$ at grain $j$ and $-1$ at grain $j-1$, entries on leads being dropped. Define

$$w_j=\phi_j-\phi_{j-1},\qquad M_{jk}=d_j^{T}Pd_k,\qquad \alpha_j=\frac{\partial w_j}{\partial V}.$$

Two identities follow. The rises add up to the bias, $\sum_jw_j=V$. The $d_j$ telescope to zero on the grains, so $\sum_kM_{jk}=0$.

## Energies and rates

A forward hop across $j$ changes the grain charges by $-d_j$, hence the potentials by $-Pd_j$ and the rises by

$$w_k\to w_k-M_{kj}.\tag{1}$$

To find its energy, transfer the electron in infinitesimal parts at fixed lead potentials. The potential energy of a part $ds$ of the electron changes by $-w_j(s)\,ds$, and linearity gives $w_j(s)=w_j-sM_{jj}$. Therefore

$$\Delta E_j^{+}=-\int_0^1(w_j-sM_{jj})\,ds=-w_j+\tfrac12M_{jj},\qquad
\Delta E_j^{-}=w_j+\tfrac12M_{jj}.\tag{2}$$

The second expression comes from reversing the transfer. This reversible work equals the change of field energy minus the work of the batteries. A test on a dense random network of four grains computed those two terms separately for all ten hops; the largest difference from (2) was $10^{-16}$ eV.

Let $g=-\Delta E$ be the energy released. Orthodox theory assumes continuous levels, a Fermi distribution restored before each hop, and junction resistances far above $h/e^2$. With $1/R=2\pi|t|^2\rho_a\rho_b$, spin sum included, the golden rule gives

$$\Gamma=\frac1R\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+g)].$$

Putting both factors over a common denominator shows that

$$f(\varepsilon)[1-f(\varepsilon+g)]=\frac{f(\varepsilon)-f(\varepsilon+g)}{1-e^{-g/kT}}.$$

The numerator integrates to $g$, since it is the area between two steps displaced by $g$. Thus

$$\Gamma(g)=\frac{g}{R\,(1-e^{-g/kT})}\;\longrightarrow\;\frac{\max(g,0)}{R}\quad(T\to0).\tag{3}$$

Without charging energy, $\Gamma(w)-\Gamma(-w)=w/R$, which is Ohm's law and confirms the prefactor.

## When the threshold is unique

At $T=0$ a forward hop is blocked when $w_j\le M_{jj}/2$. Call a charge state forward-stable if this holds at every junction. Assume

$$M_{jk}\le0\ (j\ne k),\quad M_{j,j\pm1}<0,\qquad \alpha_j\ge0.\tag{4}$$

**Result.** Under (4) there is one threshold $V_T$, the largest $V$ at which a forward-stable state exists. Below it the current stops from any initial charge state; above it a current flows. Neither the hop order nor the resistances affect $V_T$.

*Below threshold.* Let $m_j$ count net forward hops since the start. By (1),

$$w_j(m)=w_j^0+\alpha_jV-M_{jj}m_j+\sum_{k\ne j}|M_{jk}|m_k.\tag{5}$$

Let $m^*$ be forward-stable. Adding the same integer to every $m_j^*$ leaves $w$ unchanged, because the rows of $M$ sum to zero, so $m^*$ can be chosen with $m^*\ge m$ at the start. Suppose later that $m_j$ reaches $m_j^*$ while the other counts are still at or below theirs. The sum in (5) is then no larger than for $m^*$, so $w_j(m)\le w_j(m^*)\le M_{jj}/2$, and the next forward hop is blocked. Hence $m$ never passes $m^*$.

It remains to show that motion stops. The energy is

$$E(m)=\tfrac12m^TMm-m^T(w^0+\alpha V),$$

whose increments reproduce (2). Write $m=s\mathbf 1+r$ with $s=\max_jm_j$, so that $r\le0$ has a zero entry. Then $E$ equals $-sV$ plus a function of $r$ that grows quadratically, since only uniform vectors are annihilated by $M$. With $s$ bounded above and $V>0$, finitely many $m$ have energy below the initial one; at $V=0$ the same is true of $r$. Every hop lowers $E$, so no $m$ recurs and the motion ends.

Since $\alpha_j\ge0$, lowering $V$ keeps a forward-stable state forward-stable. The voltages that allow one therefore form an interval starting at zero, where the ground state is forward-stable.

*Above threshold.* Some forward hop is now open in every state. The function $H=E+m_{N+1}V$ is unchanged by a uniform shift of $m$, so it depends on the charge state alone. Let $g_j$ be the released energy of the open hop at junction $j$, if there is one. The mean rate of change obeys

$$\dot H\le-\sum_j\frac{g_j^2}{R_j}+\frac{Vg_{N+1}}{R_{N+1}}
\le-\frac12\sum_j\frac{g_j^2}{R_j}+\frac{V^2}{2R_{N+1}}.$$

The last step uses $Vg\le(V^2+g^2)/2$. Large grain charge implies a large $|w_j|$ somewhere and hence a large $g_j$, so $H$ drifts downwards there. The system keeps returning to a finite set of charge states, with finite mean return time. When a charge state recurs, every $m_j$ has advanced by the same integer $p$ and the energy has changed by $-pV$. It must have fallen, so $p\ge1$: each return has carried electrons through the chain.

**Which networks satisfy (4)?** A chain with positive junction capacitances and non-negative gate capacitances does. Put charge $+1$ on grain $k$ and $-1$ on grain $k-1$, with all leads grounded; then $M_{jk}$ is the resulting rise at $j$. On the uncharged side chains,

$$K_{i,i+1}(\phi_{i+1}-\phi_i)-K_{i-1,i}(\phi_i-\phi_{i-1})=K_{ig}\phi_i,$$

where $g$ denotes the gate. Starting from the grounded end, this recursion keeps the sign of $\phi$ and makes $|\phi|$ grow towards the dipole. Each side then acts as a positive capacitance to ground, $G_R$ or $G_L$:

$$1=K_{k-1,k}(\phi_k-\phi_{k-1})+G_R\phi_k,\qquad
-1=-K_{k-1,k}(\phi_k-\phi_{k-1})+G_L\phi_{k-1}.$$

Adding gives $G_R\phi_k=-G_L\phi_{k-1}$, so the signs are opposite, and the first equation requires $\phi_k>0>\phi_{k-1}$. For a dipole at an end junction, one charge sits on the lead and the same equation gives the sign directly. The potential thus falls along both side chains, and $M_{jk}<0$. With the right lead at unit potential and no grain charge, the same recursion makes $\phi$ increase from left to right, so $\alpha_j>0$.

Capacitances beyond nearest neighbours can spoil these signs. For a general matrix, (4) must be checked numerically.

## Finding the threshold without bisection

Start in any charge state at $V=0$. Topple, that is, apply (1) at any junction with $w_j\ge M_{jj}/2$. Including equality tests voltages just above the present one.

If a state with $w_j<M_{jj}/2$ everywhere exists, shift its $m^*$ by an integer until $\min_j(m_j^*-m_j)=0$ at the start of the cascade. By the no-passing argument, the junction where this minimum occurs never topples. So if every junction has toppled at one voltage, no such state exists.

Conversely, without such a state toppling cannot end. A junction that never toppled, or stopped toppling, next to one toppling indefinitely would gain $|M_{jk}|$ each time, so its rise would grow without limit. This is impossible: a toppling leaves $w_j\ge-M_{jj}/2$ and raises or preserves all other rises, so every rise is bounded below, while their sum stays at $V$. All junctions therefore topple after finitely many steps, and the criterion is complete.

If the cascade ends, the next event is at

$$\delta V=\min_{\alpha_j>0}\frac{M_{jj}/2-w_j}{\alpha_j}.\tag{6}$$

```text
threshold(w at V=0, M, alpha):
  V = 0
  repeat:
    clear all fired flags
    while some w[j] >= M[j,j]/2 - tol:
      w = w - M[:,j];  fired[j] = true
      if all fired: return V
    dV = minimum in (6)
    V = V + dV;  w = w + alpha*dV

kmc(w at V, M, R, T):
  repeat:
    g = (w - diag(M)/2, -w - diag(M)/2)
    rates = Gamma(g);  total = sum(rates)
    if total == 0: return "blocked"
    time = time + 1/total
    choose a hop with probability rate/total
    count = count + 1 (forward) or - 1 (backward)
    w = w - M[:,j] (forward) or + M[:,j] (backward)
  current = count / ((N+1)*time)
```

The returned $V$ is $V_T$ if all $\alpha_j>0$. A forward-stable state exists at this $V$, namely the state just before the last cascade, or the ground state if $V=0$. None exists higher up: a forward-stable state at a higher voltage would have $w_j<M_{jj}/2$ everywhere at $V$, which has been excluded. If some $\alpha_j$ vanish, offsets giving exact ties must be excluded as well.

The Monte Carlo clock uses the mean residence time in place of an exponential random number. This leaves the long-time current unchanged and removes one source of noise. Averaging over all junctions is allowed because in a steady state each carries the same mean current. The first block of hops is discarded, and the spread of later blocks gives the standard error.

## Two limits

**Upper bound.** Summing $w_j\le M_{jj}/2$ over the junctions gives

$$V_T\le V_{\max}=\tfrac12\operatorname{tr}M.\tag{7}$$

Equality is reached by offsets that make all junctions marginal together: set $\phi_i=\frac12\sum_{k\le i}M_{kk}$ and $q=C\phi-bV_{\max}$, with $n=0$.

The same quantity governs high bias. At $T=0$ the mean current obeys

$$IR_j=\langle\max(w_j-\tfrac12M_{jj},0)-\max(-w_j-\tfrac12M_{jj},0)\rangle\ge\langle w_j\rangle-\tfrac12M_{jj}.$$

This follows by considering the three cases of an open forward hop, no open hop, and an open backward hop. Summation gives $I\sum_jR_j\ge V-V_{\max}$, where states with every forward hop open add nothing to the difference between the two sides. At high bias the mean of $w_j-\frac12M_{jj}$ is close to $IR_j$ and grows in proportion to $V$. The rates are then linear in $w$, so the shot-noise fluctuations of $w_j$ grow only as $\sqrt V$. Closed forward hops become ever rarer, and the difference tends to zero. A straight line fitted at sufficiently high bias therefore extrapolates towards $V_{\max}$, which differs from $V_T$ in general.

**On-site limit.** Let each grain have capacitance $C_0$ to the gate and none to other conductors. Then $x_i=C_0\phi_i$ belongs to the lattice $q_i+\mathbb Z$, and forward stability reads

$$x_1\le\tfrac12,\qquad x_{i+1}\le x_i+1,\qquad C_0V\le x_N+\tfrac12.$$

To maximize $V$, choose each $x_i$ as large as allowed; a smaller choice can never permit a larger successor. Then $U_1=x_1+\frac12$ and $U_{i+1}=x_{i+1}-x_i$ all lie in $(0,1]$, and

$$C_0V_T=\sum_{i=1}^{N}U_i.\tag{8}$$

For independent offsets uniform over one electron charge, each new $q_{i+1}$ makes $U_{i+1}$ uniform whatever the earlier values were. The $U_i$ are thus independent, and $C_0V_T$ has mean $N/2$ and variance $N/12$. For $N=12$, 200 toppling runs, each matching (8), gave mean 5.997 and variance 0.885. The predictions are 6 and 1; the relative sampling error of the variance is about 10%.

## A chain of In$_2$O$_3$ grains

Consider 12 degenerately doped grains of diameter 20 nm, separated by 1 nm barriers with contact facets 8 nm across. The relative permittivities are 9 in the barrier and 4 around the grains. A parallel-plate estimate for the junction and an isolated-sphere estimate for the gate capacitance give

$$C_J=\frac{9\varepsilon_0\pi(8\ \mathrm{nm})^2}{4(1\ \mathrm{nm})}=4.01\ \mathrm{aF},\qquad
C_0=4\pi(4\varepsilon_0)(10\ \mathrm{nm})=4.45\ \mathrm{aF}.$$

The parallel-plate value omits the curved flanks around the facet, which can add roughly half as much again. The isolated-sphere value ignores screening by neighbouring grains; with a distant gate, the true $C_0$ inside a chain can be a few times smaller. The voltages below therefore belong to the assumed capacitances and are not predictions for a particular film. A second-neighbour capacitance of 0.20 aF is added. Around a middle junction, $M$ has entries 20.6, −6.8, −2.1 and −0.9 mV at distances 0 to 3, so a hop there needs a rise of 10.3 mV. Condition (4) was verified for this matrix.

For one set of random offsets, toppling gives $V_T=63.4$ mV after 68 topplings. Ten random initial charge states gave the same value within $10^{-6}$ V. Zero-temperature Monte Carlo with randomly unequal resistances, bisected on whether the motion stopped within 6300 hops, placed the threshold between 63.38 and 63.39 mV. For three grains, toppling also agreed with enumeration of all charge states with $|n_i|\le7$, for 20 offset sets.

Over 200 offset sets, the mean thresholds and their standard errors are:

| $N$ | mean $V_T$ (mV) | standard deviation (mV) | $V_{\max}$ (mV) |
|---|---|---|---|
| 6 | 25.7 ± 0.5 | 7.6 | 65.0 |
| 12 | 46.9 ± 0.7 | 10.4 | 126.9 |
| 24 | 94.7 ± 1.1 | 16.0 | 250.6 |

The mean for $N=12$ is 0.00172 hartree/$e$. For these three lengths the means are close to proportional to $N$, at about 4 mV per grain. The on-site formula with the same $C_0$ predicts $6\times36.0=216$ mV for $N=12$, 4.6 times too much: here the junction capacitance is comparable with $C_0$ and cannot be dropped. Removing the second-neighbour term, with the same offsets, raises the mean by 1.3 mV, or 3%.

Currents for the first offset set, with 1 MΩ junctions, in nA (standard errors rise from 0.001 nA for the smallest current to about 0.01 nA in the last row, so the third decimal is not significant):

| $V/V_T$ | 0 K | 4 K | 8.6 K |
|---|---|---|---|
| 0.80 | 0 | 0.062 | 0.270 |
| 0.95 | 0 | 0.340 | 0.585 |
| 1.05 | 0.360 | 0.573 | 0.836 |
| 1.30 | 0.912 | 1.026 | 1.283 |
| 2.00 | 3.153 | 3.192 | 3.310 |

At 4 K a sharp threshold is already absent. A criterion of 0.34 nA would put it at 60.2 mV, 5% below $V_T$, and a smaller current would put it lower still. Linear extrapolation is no safer. At 0 K, the points at 1.05 and 1.30 $V_T$ extrapolate to 56 mV, those at 1.30 and 2.00 $V_T$ to 64 mV, and at high bias the intercept tends to 127 mV. That limit is approached slowly: a line through 0.3 and 0.5 V still gives about 110 mV, and one through 0.5 and 0.8 V about 122 mV. The near agreement of the second value with $V_T$ is not a general rule: the intercept depends on the offsets and on the fitted interval.

## Neglected effects and real films

**Heating.** At threshold, each net hop releases on average $V_T/(N+1)=4.9$ meV. If half goes to each grain, one grain receives $h=2.44$ meV. A carrier density of 0.3 nm$^{-3}$ and a mass of $0.3\,m_e$ give a mean level spacing $\delta=0.289$ meV, both spins counted. The electronic heat is $(\pi^2/6)(kT)^2/\delta$, so

$$kT'=\sqrt{(0.345)^2+\frac{6(2.44)(0.289)}{\pi^2}}\ \mathrm{meV}=0.74\ \mathrm{meV},$$

or about 8.6 K. This is an estimate, because the formula treats the levels as continuous although $\delta$ is close to $kT$. At $0.8V_T$ the current at this temperature is more than four times that at 4 K. At 1 nA an electron crosses each junction every 0.16 ns; if cooling is slower, heat accumulates and 8.6 K is an underestimate.

**Cotunnelling.** Two hops can occur together through a virtual state of energy $E$. The two tunnel amplitudes contribute $1/(2\pi R)^2$, the two time orders $(2/E)^2$, and sharing a gain $\varepsilon$ between two electron–hole pairs $\int_0^\varepsilon x(\varepsilon-x)\,dx=\varepsilon^3/6$. Hence

$$\Gamma_{\rm cot}=2\pi\frac{1}{(2\pi R)^2}\frac{4}{E^2}\frac{\varepsilon^3}{6}=\frac{\varepsilon^3}{3\pi R^2E^2}.$$

For $\varepsilon=E$, the edge of validity, its ratio to an open hop $\varepsilon/R$ is $1/(3\pi R)=4.4\times10^{-4}$. In a blocked state, (1) and (2) limit the joint gain of two adjacent forward hops to $|M_{j,j+1}|$, or 6.8 meV in mid-chain. More precisely, $\varepsilon=|M_{j,j+1}|-E_1-E_2$, where $E_1$ and $E_2$ are the virtual energies of the two time orders. Requiring $\varepsilon\le E_1,E_2$ gives $\varepsilon\le|M_{j,j+1}|/3$ and a current of at most about 1 pA for one mid-chain pair, below the 62 pA thermal leakage at 4 K and $0.8V_T$. When one of the two hops is nearly open, $E$ is smaller than $\varepsilon$ and the formula fails, so this comparison does not bound the total cotunnelling current. The example contains such a case: a blocked state at $0.8V_T$ has an adjacent pair with $E_1\approx0.3$, $E_2\approx3.5$ and $\varepsilon\approx3$ meV, so cotunnelling cannot be declared negligible there. At lower temperature cotunnelling can set the floor where adjacent pair hops are downhill; otherwise non-adjacent pairs or more than two hops must combine.

**Levels and field.** The spacing $\delta=0.289$ meV counts both spins. Without a magnetic field the levels are spin-degenerate, so distinct levels lie $2\delta=0.58$ meV apart on average, above $kT=0.345$ meV, and further apart still in a highly symmetric grain. At 4 K the smooth rate is therefore unreliable for nearly blocked hops; it is better for hops that release several meV. The 0 K currents are a formal limit in which the levels are still treated as continuous. The barrier field at the blockade limit is 0.10 MV/cm, far below the rough MV/cm scale of oxide breakdown. This does not hold at the bias of about 1 V needed for the intercept to come close to $V_{\max}$: the mean field is then near 0.8 MV/cm, where a constant tunnel resistance and unheated grains cannot be assumed, so that limit is a property of the model.

**Comparison with real films.** Grain size, density, mass and permittivity are rough typical values for doped In$_2$O$_3$. The 1 MΩ junctions describe weakly coupled grains and are far from typical of well-conducting transparent electrodes. There the boundaries can fall below $h/e^2=25.8$ kΩ, charge is no longer localized on a grain, and the computed threshold loses its meaning. At 300 K, $kT=25.9$ meV exceeds the 10.3 meV hop barrier, so no sharp threshold remains even with 1 MΩ junctions, although the charging energy still lowers the current somewhat. Within the model, all thresholds scale inversely with a common factor in the capacitances: 20% more capacitance lowers them by 17%. A film also offers parallel and branching paths, so the threshold of a single chain is not that of the film.

## Cost, stability and failure modes

Inverting $C$ costs $O(N^3)$ once; each hop or toppling costs $O(N)$. In the on-site limit the marginal profile is $x_i\approx i/2$. Since $x_i$ changes by $m_{i+1}-m_i$, this needs $m_j\approx j^2/4$, about $N^3/12$ topplings in total to leading order in $N$ (the last cascade adds more), and $O(N^4)$ work per offset set.

- **Rounding.** A tolerance `tol` can shift $V_T$ by `tol`$/\alpha_j$. In the example $\alpha_j$ falls from 0.64 at the right end to 0.036 three junctions away, so long chains need care. The tolerance used was $10^{-13}$ V. In long runs, recompute $w$ from the charges at intervals.
- **Rate evaluation.** Near $g=0$, evaluate (3) with `expm1` and the limit $kT/R$; for large negative $g/kT$, cap the exponent.
- **Slow sampling.** Deep in the blockade, many hops are soon undone. Many events may then yield no net transport, and a small block error proves nothing.
- **False conduction.** A finite hop limit can mistake a long transient for a current. Increase the limit until the classification is stable.
- **Violated signs.** If (4) fails, the result gives no guarantee of uniqueness. Sweep the voltage up and down from several charge states and report any hysteresis.
- **Bias convention.** Raising one lead and biasing both symmetrically about the gate give different $\alpha$ and, in general, different thresholds. Recompute $\alpha$ and the starting $w$ for the circuit in use.

The numerical output follows.

## Computed values

```
grains 12, diameter 20 nm, gap 1 nm, facet 8 nm
relative permittivity: barrier 9, surroundings 4
carrier density 0.3 nm^-3, mass 0.3 m_e
junction resistance 1 Mohm, temperature 4 K
capacitance: junction 4.006, gate 4.451, second neighbour 0.200 aF
M, middle row, distance 0 1 2 3: [20.612 -6.802 -2.071 -0.861] mV
M_jj/2: middle junction 10.306 mV, end junction 7.152 mV
alpha, last four junctions: [0.0355 0.0885 0.2163 0.636 ]
largest hop-energy error in test 9.7e-17 eV
two-grain test: bias 100 mV, kT 3 meV
  I*R master equation 25.810 mV
  I*R Monte Carlo 25.814 +- 0.009 mV
toppling minus enumeration, largest 1.4e-17 V
on-site test: mean C0*VT/e 5.997, variance 0.885
offset charges of the sample: [ 0.256  0.113 -0.415  0.134 -0.184  0.47 ] e
  continued: [ 0.047  0.362  0.088 -0.023 -0.437  0.288] e
sample threshold 63.384 mV after 68 topplings
sample threshold, T=0 Monte Carlo 63.377 to 63.393 mV
upper bound for any offsets 126.878 mV
ensemble size 200 samples
N=6, second neighbour on: mean VT 25.68 +- 0.54 mV, std 7.61 mV, bound 65.04 mV
N=12, second neighbour on: mean VT 46.93 +- 0.73 mV, std 10.39 mV, bound 126.88 mV
N=24, second neighbour on: mean VT 94.69 +- 1.13 mV, std 15.98 mV, bound 250.55 mV
N=12, second neighbour off: mean VT 48.25 +- 0.75 mV, std 10.62 mV, bound 130.95 mV
on-site law, N=12: mean 215.99 mV, std 36.00 mV
mean VT for N=12 in atomic units 0.00172 hartree/e
heat per grain and hop 2.44 meV, grain temperature after it 8.6 K
current in nA at 0 K, 4 K, 8.6 K (standard errors in brackets)
  V/VT=0.80, V=50.71 mV: 0.0000 (0.0000), 0.0623 (0.0010), 0.2703 (0.0031)
  V/VT=0.95, V=60.21 mV: 0.0000 (0.0000), 0.3403 (0.0023), 0.5851 (0.0042)
  V/VT=1.05, V=66.55 mV: 0.3600 (0.0022), 0.5727 (0.0039), 0.8359 (0.0048)
  V/VT=1.30, V=82.40 mV: 0.9117 (0.0047), 1.0263 (0.0052), 1.2825 (0.0062)
  V/VT=2.00, V=126.77 mV: 3.1531 (0.0093), 3.1924 (0.0098), 3.3096 (0.0111)
Fermi energy 0.545 eV, level spacing 0.289 meV
kT at 4 K 0.345 meV, at 300 K 25.85 meV
h/e^2 over junction resistance 0.0258
cotunnelling rate over open-hop rate, gain = virtual energy: 4.4e-04
barrier field at the blockade limit 0.103 MV/cm
```
